**Interface phonon of a single-mode oxide facing vacuum**

The program tests the formula E_SO = E_TO √[(ε_s + 1)/(ε_∞ + 1)], where E_SO is the interface phonon energy, E_TO the transverse-optical energy, and ε_s and ε_∞ the static and high-frequency relative permittivities. It discretizes the coupled equations for lattice polarization and electrostatic potential with linear finite elements and diagonalizes them, without assuming the condition ε = −1. It asserts that exactly one mode lies between the transverse and longitudinal bulk energies, and that its energy agrees with the formula to within a relative error of 5 × 10⁻⁴ at two wavevectors. Further assertions cover the bulk energies, the exponential decay of the potential on both sides at one distance, a numerical root of ε = −1, and the small size of retardation. For E_TO = 20 meV, ε_s = 22 and ε_∞ = 5, the formula gives 39.16 meV. Diagonalization gives 39.157 meV at q = 0.5 nm⁻¹ and 39.153 meV at q = 1.0 nm⁻¹, where q is the wavevector along the interface. The bulk longitudinal energy is 41.95 meV, which is 2.79 meV higher than the interface energy.

## Program and output

```python
# Result under test: the phonon energy at a flat oxide-vacuum interface is
#   E_SO = E_TO * sqrt((eps_s + 1) / (eps_inf + 1)).
# E_TO: transverse-optical energy; eps_s, eps_inf: static and high-frequency
# relative permittivities; q: wavevector along the interface.
# Independent road: diagonalize the coupled equations of lattice polarization
# and electrostatic potential on a grid, without using eps(omega) = -1.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

E_TO = 20.0       # meV
eps_s = 22.0
eps_inf = 5.0
strength = eps_s - eps_inf

# Layers (nm); grounded planes close the far ends. The unequal grid steps
# keep the two sides from cancelling each other's grid errors.
oxide_thickness, n_oxide = 20.0, 100
vacuum_thickness, n_vacuum = 24.0, 80
h_oxide = oxide_thickness / n_oxide
h_vacuum = vacuum_thickness / n_vacuum


def lattice_modes(q):
    """Return squared energies over E_TO^2, mode vectors, potential map."""
    steps = [h_oxide] * n_oxide + [h_vacuum] * n_vacuum
    n_nodes = len(steps) + 1
    gradient = np.zeros((4 * len(steps), n_nodes))
    row = 0
    for k, h in enumerate(steps):
        root_weight = np.sqrt(h / 2)
        for t in (0.5 - 0.5 / np.sqrt(3), 0.5 + 0.5 / np.sqrt(3)):
            # In-plane and normal derivatives at a Gauss point
            gradient[row, k:k + 2] = root_weight * q * np.array([1 - t, t])
            gradient[row + 1, k:k + 2] = root_weight * np.array([-1, 1]) / h
            row += 2
    gradient = gradient[:, 1:-1]          # zero potential at both ends
    g_oxide = gradient[:4 * n_oxide]
    g_vacuum = gradient[4 * n_oxide:]
    poisson = eps_inf * g_oxide.T @ g_oxide + g_vacuum.T @ g_vacuum
    potential_map = np.linalg.solve(poisson, g_oxide.T)
    # Restoring force: short-range spring plus force of the mode's own field
    force = np.eye(4 * n_oxide) + strength * g_oxide @ potential_map
    values, vectors = np.linalg.eigh((force + force.T) / 2)
    return values, vectors, potential_map


def eps(energy):
    return eps_inf + strength * E_TO**2 / (E_TO**2 - energy**2)


ratio = (eps_s + 1) / (eps_inf + 1)
E_SO = E_TO * np.sqrt(ratio)
E_LO = E_TO * np.sqrt(eps_s / eps_inf)

# Algebra: numerical root of the matching condition
E_root = brentq(lambda e: eps(e) + 1, 1.01 * E_TO, 3 * E_TO, xtol=1e-12)
assert abs(E_root - E_SO) < 1e-8

# Physics: modes of the discretized oxide-vacuum system
q_values = (0.5, 1.0)                     # 1/nm
grid_energies = []
for q in q_values:
    values, vectors, potential_map = lattice_modes(q)
    top = values[-1]
    between = np.where((values > 1 + 1e-6) & (values < top - 1e-6))[0]
    assert len(between) == 1              # one interface mode only
    energy = E_TO * np.sqrt(values[between[0]])
    grid_energies.append(energy)
    # Grid error of the energy is of order (q h)^2 / 400
    assert abs(energy / E_SO - 1) < 5e-4
    assert abs(values[0] - 1) < 1e-8      # bulk transverse modes
    grid_LO = E_TO * np.sqrt(top)
    assert abs(grid_LO - E_LO) < 1e-6
    if q == q_values[0]:
        phi = potential_map @ vectors[:, between[0]]
        at_interface = n_oxide - 1        # first node was removed
        distance = 3.0                    # nm
        j_vacuum = at_interface + round(distance / h_vacuum)
        j_oxide = at_interface - round(distance / h_oxide)
        decay_vacuum = phi[j_vacuum] / phi[at_interface]
        decay_oxide = phi[j_oxide] / phi[at_interface]
        decay_formula = np.exp(-q * distance)
        # Linear elements: relative error of order q^3 h^2 z / 24
        assert abs(decay_vacuum / decay_formula - 1) < 5e-3
        assert abs(decay_oxide / decay_formula - 1) < 5e-3

assert E_TO < E_SO < E_LO

# SI conversion and size of the neglected retardation
energy_joule = E_SO * 1e-3 * const.e
frequency_THz = energy_joule / const.h * 1e-12
light_wavevector = energy_joule / (const.hbar * const.c) * 1e-9   # 1/nm
retardation = (light_wavevector / q_values[0])**2
assert retardation < 1e-5

print(f"TO energy: {E_TO:.1f} meV")
print(f"static relative permittivity: {eps_s:.1f} (no unit)")
print(f"high-frequency relative permittivity: {eps_inf:.1f} (no unit)")
print(f"difference of permittivities: {strength:.1f} (no unit)")
print(f"squared ratio (E_SO/E_TO)^2: {ratio:.4f} (no unit)")
print(f"ratio E_SO/E_TO: {np.sqrt(ratio):.4f} (no unit)")
print(f"interface phonon energy, formula: {E_SO:.2f} meV")
print(f"interface phonon frequency: {frequency_THz:.2f} THz")
print(f"permittivity at that energy: {eps(E_SO):.4f} (no unit)")
print(f"root of eps = -1, numerical: {E_root:.2f} meV")
print(f"bulk LO energy, formula: {E_LO:.2f} meV")
print(f"bulk LO energy, diagonalization: {grid_LO:.2f} meV")
print(f"LO minus interface energy: {E_LO - E_SO:.2f} meV")
for q, energy in zip(q_values, grid_energies):
    print(f"interface mode, diagonalization, q = {q:.1f} 1/nm: "
          f"{energy:.3f} meV")
print(f"oxide thickness in diagonalization: {oxide_thickness:.0f} nm")
print(f"vacuum thickness in diagonalization: {vacuum_thickness:.0f} nm")
print(f"distance for decay check, q = 0.5 1/nm: {distance:.1f} nm")
print(f"potential ratio, exp(-q z): {decay_formula:.4f} (no unit)")
print(f"potential ratio, vacuum side, grid: {decay_vacuum:.4f} (no unit)")
print(f"potential ratio, oxide side, grid: {decay_oxide:.4f} (no unit)")
print(f"omega/c at the interface energy: {light_wavevector:.2e} 1/nm")
print(f"(omega/(c q))^2 at q = 0.5 1/nm: {retardation:.1e} (no unit)")
print("tests ok")
```

It prints:

```
TO energy: 20.0 meV
static relative permittivity: 22.0 (no unit)
high-frequency relative permittivity: 5.0 (no unit)
difference of permittivities: 17.0 (no unit)
squared ratio (E_SO/E_TO)^2: 3.8333 (no unit)
ratio E_SO/E_TO: 1.9579 (no unit)
interface phonon energy, formula: 39.16 meV
interface phonon frequency: 9.47 THz
permittivity at that energy: -1.0000 (no unit)
root of eps = -1, numerical: 39.16 meV
bulk LO energy, formula: 41.95 meV
bulk LO energy, diagonalization: 41.95 meV
LO minus interface energy: 2.79 meV
interface mode, diagonalization, q = 0.5 1/nm: 39.157 meV
interface mode, diagonalization, q = 1.0 1/nm: 39.153 meV
oxide thickness in diagonalization: 20 nm
vacuum thickness in diagonalization: 24 nm
distance for decay check, q = 0.5 1/nm: 3.0 nm
potential ratio, exp(-q z): 0.2231 (no unit)
potential ratio, vacuum side, grid: 0.2228 (no unit)
potential ratio, oxide side, grid: 0.2230 (no unit)
omega/c at the interface energy: 1.98e-04 1/nm
(omega/(c q))^2 at q = 0.5 1/nm: 1.6e-07 (no unit)
tests ok
```
